# The least-energy rectangular write pulse for a spin-torque memory bit

## Problem

A magnetic memory bit is written by a rectangular current pulse of height $I$ and duration $t$. The current passes through the bit, whose resistance is $R$. Below a critical current $I_c$ the current does not switch the bit, apart from rare thermally assisted events, which are left out here. Above $I_c$ the duration needed is

$$t(I)=\frac{Q}{I-I_c},\qquad I>I_c .$$

The constant $Q$ has the unit of charge. Take $R$, $Q$ and $I_c$ to be independent of $I$, let the pulse last just as long as needed, and count $I$ as a positive magnitude.

(a) Write the Joule energy $E$ of the pulse as a function of $I$ alone. How does it behave close to $I_c$ and far above it?

(b) Find the current that makes $E$ least, and show that the minimum is global. Give the duration and the energy there.

(c) Evaluate the result for $I_c=40$ µA, $R=5$ kΩ and $Q=0.40$ pC. How much energy is lost if the current misses the optimum? What is the best choice if the bit must be written within 5 ns?

(d) Where does the time law come from, and how far do its approximations move the optimum?

## Hints

1. Power times duration gives the energy. Use the time law to remove $t$ before differentiating: if $t$ is held fixed while $I$ varies, the minimum is lost.
2. In the derivative, keep the factor $I$ in the numerator outside the bracket. The sign of what remains decides everything.
3. For a proof without calculus, express $I^2$ through $(I-2I_c)^2$.
4. For (c), measure the current by $x=(I-I_c)/I_c$, the relative excess over the critical current. Compare the energies at $x$ and $1/x$.
5. For (d), a small tilt of the magnetization grows exponentially when the spin torque exceeds the damping torque. Ask how the growth rate depends on $I$.

## Solution

### (a) The energy as a function of current

A constant current $I$ in a resistance $R$ dissipates the power $I^2R$. Over the duration $t$ this gives $E=I^2Rt$, and the time law turns it into

$$E(I)=RQ\,\frac{I^2}{I-I_c}.$$

To see both limits, divide the polynomials. Since $(I+I_c)(I-I_c)=I^2-I_c^2$,

$$\frac{I^2}{I-I_c}=I+I_c+\frac{I_c^2}{I-I_c}.$$

Close to $I_c$ the last term dominates and $E\approx RQI_c^2/(I-I_c)$. The power is then nearly fixed at $I_c^2R$, but the pulse becomes very long. Far above $I_c$ the last term vanishes and $E\approx RQ(I+I_c)$. The duration now falls as $1/I$ while the power rises as $I^2$, so the energy grows linearly. Between the two rises there must be a minimum.

### (b) The optimum

The quotient rule gives

$$\frac{dE}{dI}=RQ\,\frac{2I(I-I_c)-I^2}{(I-I_c)^2}
=RQ\,\frac{I\,(I-2I_c)}{(I-I_c)^2}.$$

For $I>I_c$ the factors $I$ and $(I-I_c)^2$ are positive, so the sign of the slope is that of $I-2I_c$. The energy falls between $I_c$ and $2I_c$ and rises beyond. Hence

$$I_{\rm opt}=2I_c$$

is the one minimum on the allowed range, and it is global. Inserting it into the time law and the energy gives

$$t_{\rm opt}=\frac{Q}{2I_c-I_c}=\frac{Q}{I_c},\qquad
E_{\min}=RQ\,\frac{4I_c^2}{I_c}=4RQI_c .$$

The same result follows without a derivative. Expanding the square,

$$(I-2I_c)^2=I^2-4I_cI+4I_c^2=I^2-4I_c(I-I_c),$$

so $I^2=4I_c(I-I_c)+(I-2I_c)^2$. Division by $I-I_c$ and multiplication by $RQ$ give

$$E=4RQI_c+RQ\,\frac{(I-2I_c)^2}{I-I_c}.$$

The second term is never negative for $I>I_c$, and it vanishes at $I=2I_c$.

The charges involved give the result a simple reading. The time law says that the excess charge $(I-I_c)t$ always equals $Q$. At the optimum the total charge is $2I_c\cdot Q/I_c=2Q$. Half of it is the excess that drives the switching, and the other half is the charge $I_ct$ that merely holds the current at threshold.

The result depends on which energy is counted. Here it is the heat in a constant resistance, which may include a constant series resistance of the leads. If a supply of fixed voltage $V_s$ delivers the current and the surplus voltage is dropped elsewhere in the circuit, the energy drawn from it is $V_sIt=V_sQ\,I/(I-I_c)=V_sQ\,[1+I_c/(I-I_c)]$. This falls steadily with $I$, so the best current is then the largest one the supply can drive, at most $V_s/R$.

### (c) Numbers, and the cost of missing the optimum

The optimum current is $2\times40$ µA $=80$ µA. The duration is

$$t_{\rm opt}=\frac{0.40\ \text{pC}}{40\ \text{µA}}=10\ \text{ns}.$$

The voltage is $80\ \text{µA}\times5\ \text{kΩ}=0.40$ V and the power is $0.40\ \text{V}\times80\ \text{µA}=32$ µW. The energy is therefore

$$E_{\min}=32\ \text{µW}\times10\ \text{ns}=0.32\ \text{pJ}\quad(2.0\ \text{MeV}).$$

The formula $4RQI_c$ gives the same value: $4\times5\ \text{kΩ}\times0.40\ \text{pC}\times40\ \text{µA}=0.32$ pJ.

For other currents put $I=(1+x)I_c$. Then $I-I_c=xI_c$ and

$$\frac{E}{E_{\min}}=\frac{(1+x)^2}{4x}=\frac14\left(x+2+\frac1x\right).$$

This expression does not change when $x$ is replaced by $1/x$, so each energy above the minimum belongs to two currents. The excess $x=0.5$ is paired with $x=2$: the currents 60 µA and 120 µA both cost 0.36 pJ, which is 12.5 % above the minimum. They differ in speed, since the first takes 20 ns and the second 5 ns.

A small error in the current matters little. With $x=1+\delta$ the formula becomes

$$\frac{E}{E_{\min}}-1=\frac{(2+\delta)^2-4(1+\delta)}{4(1+\delta)}=\frac{\delta^2}{4(1+\delta)}.$$

A current 10 % above the optimum has $\delta=0.2$ and costs $0.04/4.8=0.8$ % more energy. A current 10 % below has $\delta=-0.2$ and costs $0.04/3.2=1.3$ % more. Far from the optimum the loss is large: at 44 µA, just 10 % above $I_c$, the time law gives a pulse of 100 ns and 0.97 pJ, three times the minimum. So close to $I_c$ the law overstates the cost: at the unwritten fraction of about $10^{-7}$ used in part (d), the large angles and the small-angle treatment of thermal agitation shorten this pulse to about 80 ns, and with the agitation treated at all angles it falls to roughly half, about 53 ns.

Now let the write be limited to $t\le t_{\max}$. The time law requires $I\ge I_c+Q/t_{\max}$. If $t_{\max}\ge Q/I_c$, the current $2I_c$ is still allowed and remains best. If $t_{\max}$ is shorter, all allowed currents lie above $2I_c$, where $E$ rises, so the smallest allowed current is best. For 5 ns it is

$$I=40\ \text{µA}+\frac{0.40\ \text{pC}}{5\ \text{ns}}=120\ \text{µA},$$

at 0.36 pJ. Halving the write time from its optimum value thus costs 12.5 % more energy in this model.

### (d) Origin and limits of the time law

**Equation of motion.** Describe the magnetization by one unit vector $\mathbf m$ at an angle $\theta$ from its initial easy direction $\hat{\mathbf z}$. It feels an anisotropy field $B_K\cos\theta\,\hat{\mathbf z}$, Gilbert damping $\alpha$ and a spin torque of strength $a$, taken proportional to $I$:

$$\dot{\mathbf m}=-\gamma B_K\cos\theta\;\mathbf m\times\hat{\mathbf z}+\alpha\,\mathbf m\times\dot{\mathbf m}+\gamma a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

In spherical unit vectors $\mathbf m=\mathbf e_r$ and $\hat{\mathbf z}=\cos\theta\,\mathbf e_r-\sin\theta\,\mathbf e_\theta$. It follows that $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\varphi$ and $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\sin\theta\,\mathbf e_\theta$. With $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\varphi\,\mathbf e_\varphi$ the two components read

$$\dot\theta=\gamma a\sin\theta-\alpha\sin\theta\,\dot\varphi,\qquad
\sin\theta\,\dot\varphi=\gamma B_K\cos\theta\sin\theta+\alpha\dot\theta .$$

Inserting the second into the first gives $(1+\alpha^2)\dot\theta=\gamma\sin\theta\,(a-\alpha B_K\cos\theta)$. At small angle the tilt grows if $a>\alpha B_K$, which defines the critical current. With $i=I/I_c=a/(\alpha B_K)$ and $\tau=(1+\alpha^2)/(\alpha\gamma B_K)$,

$$\tau\dot\theta=(i-\cos\theta)\sin\theta .$$

**The law.** For small $\theta$ this becomes $\tau\dot\theta=(i-1)\theta$. The tilt grows exponentially from $\theta_0$ to $\theta_f$ in the time

$$t=\frac{\tau}{i-1}\ln\frac{\theta_f}{\theta_0}=\frac{I_c\,\tau\ln(\theta_f/\theta_0)}{I-I_c},$$

which is the assumed law with $Q=I_c\tau\ln(\theta_f/\theta_0)$. As a test, the three-dimensional equation was integrated with $\alpha=0.03$ from 0.001 to 0.05 rad at five currents between $1.5I_c$ and $3I_c$. The product $(i-1)t/\tau$ came out between 3.911 and 3.912, against $\ln50=3.912$.

**Large angles.** The bit has passed the barrier when $\theta=\pi/2$, where the small-angle form no longer holds. The full equation gives

$$(i-1)\frac{t}{\tau}=\int_{\theta_0}^{\pi/2}\frac{i-1}{i-\cos\theta}\,\frac{d\theta}{\sin\theta}.$$

The first factor has the derivative $(1-\cos\theta)/(i-\cos\theta)^2>0$ with respect to $i$. The effective $Q$ therefore rises slowly with current, which favours smaller currents. Take $\tau=1$ ns, and choose $\theta_0=5.7\times10^{-5}$ rad so that the full motion at $2I_c$ takes the 10 ns of the example. The optimum then moves from $2I_c$ to $1.94I_c$.

**Thermal agitation.** The starting angle is random. Let the energy barrier be $\Delta$ times the thermal energy $kT$, with $\Delta=60$. The energy near the easy direction is $\Delta kT\theta^2$, and the Boltzmann distribution over the two tilt components gives $\langle\theta^2\rangle=1/\Delta$. During the pulse the agitation continues, and near the easy direction

$$\tau\frac{d\langle\theta^2\rangle}{dt}=2(i-1)\langle\theta^2\rangle+\frac{2}{\Delta}.$$

The last term is fixed by requiring $\langle\theta^2\rangle=1/\Delta$ to be stationary at $i=0$. The sum $\langle\theta^2\rangle+1/[(i-1)\Delta]$ grows as a pure exponential and starts from $1/\Delta+1/[(i-1)\Delta]=i/[(i-1)\Delta]$. Once the growth is large, the bits behave as if they had started with this mean square and then moved without agitation.

For two Gaussian components, the fraction of bits with $\theta^2$ below a small value is that value divided by $\langle\theta^2\rangle$. A pulse that leaves a fraction $W$ unwritten must therefore serve the starting angle given by

$$\theta_{\rm eff}^2=\frac{W\,i}{(i-1)\Delta}.$$

At $i=2$, setting $\theta_{\rm eff}=\theta_0$ gives $W=\theta_0^2\Delta/2\approx1\times10^{-7}$. With $W$ held at this value, $\theta_{\rm eff}$ shrinks as the current grows, which again favours smaller currents. Joining this starting angle to the full trajectory puts the optimum at $1.89I_c$. The agitation is treated here at small angles only; corrections of order $1/\Delta$ to the growth rate lower the optimum further, to about $1.83I_c$ for $\Delta=60$.

**The typical bit.** The pulse is sized for the slow bits. Suppose the write goes from the high-resistance antiparallel state to the parallel state, with 5 kΩ before and 3 kΩ after the flip. The median starting angle follows from $1-e^{-\Delta\theta^2}=1/2$, so $\theta=\sqrt{\ln2/60}=0.107$ rad. Without further agitation this bit reaches $\pi/2$ after 2.46 ns and spends the other 7.54 ns in the parallel state. If the resistance changes at that moment, its energy is

$$(80\ \text{µA})^2\,(5\ \text{kΩ}\times2.46\ \text{ns}+3\ \text{kΩ}\times7.54\ \text{ns})=0.22\ \text{pJ},$$

30 % below the 0.32 pJ of the slow bit.

**Beside real devices.** The parameters are round numbers in the rough regime of perpendicular magnetic tunnel junctions with an MgO barrier. For a diameter of 40 nm, $I_c$ corresponds to 3.2 MA/cm². Critical currents of tens of microamperes and nanosecond pulses are of the usual order for such junctions. With a barrier 1 nm thick, the field at the optimum is 4 MV/cm. An assumed breakdown field of 10 MV/cm would be reached at 200 µA, or $5I_c$, if the resistance stayed at 5 kΩ, so the optimum lies below that ceiling; repeated pulses can wear a barrier at lower fields, which is not modelled. The fall of the antiparallel resistance with voltage can also move the optimum. For a slow bit, which stays antiparallel until the pulse ends, it alone shifts the optimum to about $2.3I_c$ if the spin torque stays proportional to the current, as the first variation shows. If the torque follows the voltage instead, this shift nearly vanishes. Non-uniform reversal, which the single-vector model excludes, has not been sized.

## Variation 1: the resistance falls with bias

*Let $R$ depend on $I$. Find the condition for the optimum, and solve it for $R\propto I^{-p}$ with $0\le p<1$.*

The energy is $E=Q\,I^2R(I)/(I-I_c)$. It is positive, so its logarithm has its minimum at the same current:

$$\frac{2}{I}+\frac{R'(I)}{R(I)}-\frac{1}{I-I_c}=0 .$$

A power law has $R'/R=-p/I$. The condition becomes $(2-p)(I-I_c)=I$, or $(1-p)I=(2-p)I_c$, so

$$I_{\rm opt}=\frac{2-p}{1-p}\,I_c .$$

For $p=0$ this is $2I_c$. With the time law unchanged, a falling resistance moves the optimum up, because a larger current is then penalized less. As $p\to1$ the optimum moves to infinity: the power then grows no faster than $I$, and the shorter pulse wins at every current.

For the example, take the slow bit of part (d), which stays antiparallel until the pulse ends, so that its resistance is the antiparallel one throughout. Let the parallel resistance be 3 kΩ at any bias, and let the antiparallel one start at 6 kΩ and fall as

$$R=3\ \text{kΩ}\left[1+\frac{1}{1+(V/0.5\ \text{V})^2}\right],\qquad V=IR .$$

This is a rough descriptive form. It gives 5.51 kΩ at $I_c$ and 4.87 kΩ at $2I_c$, close to the constant 5 kΩ used above. The mean exponent between these currents is $p=\ln(5.51/4.87)/\ln2\approx0.18$, which suggests $I_{\rm opt}\approx(1.82/0.82)I_c=2.2I_c$. The numerical minimum for the full form is $2.31I_c$. By the formula above, that corresponds to a local exponent of 0.24: the resistance falls more steeply there than on average between $I_c$ and $2I_c$. A typical bit spends most of the pulse in the parallel state, whose resistance is constant here, so for it the falling resistance counts less.

Together with the large-angle motion and the small-angle treatment of agitation, which pull the other way, the optimum for the slow bit is $2.15I_c$; the corrections of order $1/\Delta$ lower it to about $2.1I_c$. Staying at $2I_c$ costs at most 0.4 % more energy for this bit. For the energy averaged over all bits, most of which flip early, the optimum lies on the other side, at about $1.85I_c$, and staying at $2I_c$ costs about 0.5 %. The minimum is so flat that the simple rule loses little in either case for these parameters.

All this keeps the spin torque proportional to the current. In a tunnel junction the torque can follow the voltage more closely, and the voltage grows more slowly than the current when the resistance falls. With a torque proportional to the voltage and the same $I_c$, the falling resistance alone leaves the optimum for the slow bit at $2.01I_c$. With large-angle motion and agitation at all angles included, and the voltage kept at its antiparallel value until the flip, it lies near $1.8I_c$, and staying at $2I_c$ costs about 0.9 % more energy. If the voltage is allowed to fall as the angle opens at fixed current, these become about $1.86I_c$ and 0.5 %. The energy averaged over all bits is more sensitive: with the voltage kept at its antiparallel value its optimum lies near $1.65I_c$, and staying at $2I_c$ costs about 4 %.

## Variation 2: heating lowers the critical current

*The pulse warms the bit by $R_{\rm th}I^2R$, and the critical current falls by a fraction $\beta$ per kelvin. Where is the optimum now?*

Assume that the temperature settles at once and that $R$ and $Q$ do not change. While the pulse is on, the critical current is

$$I_c^{\rm hot}=I_c\left(1-\beta R_{\rm th}I^2R\right).$$

It is easiest to maximize $1/E$:

$$\frac1E=\frac{I-I_c^{\rm hot}}{RQI^2}=\frac{I-I_c}{RQI^2}+\frac{\beta R_{\rm th}I_c}{Q}.$$

The factor $I^2R$ in the heating cancels the same factor in the denominator, so the last term does not depend on $I$. The optimum therefore stays at $2I_c$, where $I_c$ is the critical current of the unheated bit, and the energy is lower.

For an estimate, let the heat leave through 30 nm of metal on each side of the barrier, with a conductivity of 20 W/(m K) and the cross-section of the junction. The two paths in parallel have $R_{\rm th}\approx0.60$ K/µW, so 32 µW give a rise of 19 K. With an assumed $\beta=0.2$ % per kelvin, $I_c$ falls by 3.8 %, to 38.5 µA. The duration at 80 µA shortens to $0.40\ \text{pC}/41.5\ \text{µA}=9.6$ ns, and the energy drops from 0.320 to 0.308 pJ.

The cancellation rests on a fall of $I_c$ that is linear in the power. If the temperature lags behind the pulse, the warming depends on the duration as well, the last term in $1/E$ is no longer constant, and the optimum can move. The values used in both variations are listed in the numerical output.

## Values computed for the example and the checks

```
critical current Ic = 40.0 uA
constant resistance R = 5.0 kOhm
time-law constant Q = 0.40 pC
junction diameter = 40 nm, barrier = 1.0 nm
critical current density = 3.18 MA/cm2
numerical optimum I/Ic = 2.00000
optimum current = 80.0 uA
optimum duration = 10.00 ns
voltage at optimum = 0.400 V
power at optimum = 32.0 uW
minimum energy = 0.3200 pJ = 1.997 MeV
table: I/Ic, I (uA), duration (ns), energy (pJ), E/Emin
  1.10    44.0  100.000  0.9680  3.0250
  1.25    50.0   40.000  0.5000  1.5625
  1.50    60.0   20.000  0.3600  1.1250
  2.00    80.0   10.000  0.3200  1.0000
  3.00   120.0    5.000  0.3600  1.1250
  4.00   160.0    3.333  0.4267  1.3333
  5.00   200.0    2.500  0.5000  1.5625
spin dynamics, 0.001 to 0.05 rad: I/Ic, t/tau, (I/Ic-1)*t/tau
  1.5  7.8220  3.9110
  1.8  4.8893  3.9115
  2.0  3.9116  3.9116
  2.2  3.2598  3.9117
  3.0  1.9560  3.9119
ln(50) = 3.9120
relaxation time tau = 1.0 ns, Delta = 60
starting angle matching the pulse at 2 Ic = 5.720e-05 rad
error probability with agitation = 9.82e-08
optimum I/Ic, full trajectory = 1.936
optimum I/Ic, trajectory and agitation = 1.885
low-bias R: parallel 3.0, antiparallel 6.0 kOhm
bias at which TMR halves = 0.50 V
antiparallel R at Ic = 5.512 kOhm
antiparallel R at 2 Ic = 4.867 kOhm
optimum I/Ic, bias-dependent R only = 2.313
optimum I/Ic, trajectory + agitation + bias = 2.154
extra energy at 2 Ic against that optimum = 0.40 %
heat path: 30 nm each side, 20 W/(m K)
thermal resistance = 0.597 K/uW
temperature rise at 2 Ic = 19.1 K
assumed fall of Ic = 0.2 % per K
fall of Ic at optimum = 3.82 %
optimum I/Ic (unheated Ic), with heating = 2.0000
minimum energy with heating = 0.3082 pJ
median bit: start 0.107 rad, reaches pi/2 at 2.46 ns
energy of median bit in the full pulse = 0.224 pJ
barrier field at 2 Ic = 4.0 MV/cm
assumed breakdown field = 10 MV/cm
current at breakdown = 200 uA = 5.0 Ic
thermal barrier at 300 K = 1.55 eV
minimum energy / thermal barrier = 1.29e+06
```
